# Angular Momentum Spectra and Ladder Elements from Commutators and Hermiticity

## 1. The two-state case

Take the three matrices

$$J_x=\tfrac12\begin{pmatrix}0&1\\1&0\end{pmatrix},\quad J_y=\tfrac12\begin{pmatrix}0&-i\\i&0\end{pmatrix},\quad J_z=\tfrac12\begin{pmatrix}1&0\\0&-1\end{pmatrix}.$$

Multiplication gives $J_xJ_y=\tfrac{i}{2}J_z$ and $J_yJ_x=-\tfrac{i}{2}J_z$, so $J_xJ_y-J_yJ_x=iJ_z$. Each matrix squares to $\tfrac14$ times the identity, so $J_x^2+J_y^2+J_z^2=\tfrac34=\tfrac12\left(\tfrac12+1\right)$. The eigenvalues of $J_z$ are $m=\pm\tfrac12$. The combination

$$J_x+iJ_y=\begin{pmatrix}0&1\\0&0\end{pmatrix}$$

turns the lower state into the upper one with factor 1, and it annihilates the upper state.

This small system shows the general pattern: a number of the form $j(j+1)$, values of $m$ one unit apart, and an operator that climbs between them and stops at the top. The sections below derive the pattern for every system that obeys the same commutators, and give the matrices in a form ready to be coded.

## 2. Assumptions and result

Angular momentum is measured in units of $\hbar$, so the operators are dimensionless. They obey

$$[J_x,J_y]=iJ_z,\qquad [J_y,J_z]=iJ_x,\qquad [J_z,J_x]=iJ_y. \tag{1}$$

The commutators alone do not fix the spectrum; Section 9 gives a counterexample. Two more assumptions are made:

- The operators are Hermitian on a common domain of states, which they map into itself.
- This domain contains a normalized common eigenvector of $J^2=J_x^2+J_y^2+J_z^2$ and $J_z$.

In a nonzero finite-dimensional space the second assumption follows from the first, because commuting Hermitian matrices have common eigenvectors, and $J^2$ and $J_z$ will be shown to commute.

The result is that $J^2$ has the eigenvalue $j(j+1)$ on such a vector, where $2j$ is a nonnegative integer. Repeated use of $J_\pm=J_x\pm iJ_y$ then produces states with $m=-j,-j+1,\dots,j$. With a suitable choice of phases,

$$J_\pm|j,m\rangle=\sqrt{j(j+1)-m(m\pm1)}\;|j,m\pm1\rangle. \tag{2}$$

In ordinary units the eigenvalues are $\hbar^2j(j+1)$ and $\hbar m$, and the root in (2) is multiplied by $\hbar$.

## 3. Operator identities

The identities in this section use (1) and nothing else.

**$J^2$ commutes with each component.** The product rule $[A^2,B]=A[A,B]+[A,B]A$, with $[J_x,J_z]=-iJ_y$ and $[J_y,J_z]=iJ_x$, gives

$$[J_x^2,J_z]=-i(J_xJ_y+J_yJ_x),\qquad [J_y^2,J_z]=+i(J_yJ_x+J_xJ_y).$$

These cancel, and $[J_z^2,J_z]=0$, so $[J^2,J_z]=0$. Relabelling the axes cyclically leaves (1) and $J^2$ unchanged, so $J^2$ also commutes with $J_x$ and $J_y$, and therefore with $J_\pm$.

**$J_\pm$ shifts $J_z$ by one unit.** Since $[J_z,J_y]=-iJ_x$,

$$[J_z,J_\pm]=iJ_y\pm i(-iJ_x)=iJ_y\pm J_x=\pm J_\pm. \tag{3}$$

**Products of ladder operators.** Keeping the order of the factors,

$$J_-J_+=(J_x-iJ_y)(J_x+iJ_y)=J_x^2+J_y^2+i[J_x,J_y]=J_x^2+J_y^2-J_z.$$

In the opposite order the commutator enters with the opposite sign, and $J_+J_-=J_x^2+J_y^2+J_z$. Replacing $J_x^2+J_y^2$ by $J^2-J_z^2$,

$$J_\mp J_\pm=J^2-J_z^2\mp J_z. \tag{4}$$

## 4. A bound on $m$

Let $|\lambda,m\rangle$ be a normalized common eigenvector, with $J^2|\lambda,m\rangle=\lambda|\lambda,m\rangle$ and $J_z|\lambda,m\rangle=m|\lambda,m\rangle$. Both numbers are real because the operators are Hermitian. Nothing has yet been assumed about whether they are integers.

The expectation value of $J^2-J_z^2=J_x^2+J_y^2$ is

$$\lambda-m^2=\langle J_x^2\rangle+\langle J_y^2\rangle=\|J_x|\lambda,m\rangle\|^2+\|J_y|\lambda,m\rangle\|^2\ge0. \tag{5}$$

Hermiticity enters in the second equality, where one factor of $J_x$ is moved to the left-hand vector: $\langle\psi|J_x^2|\psi\rangle=\langle J_x\psi|J_x\psi\rangle$. Physically, the square of one component cannot exceed the square of the total length.

It follows that $\lambda\ge m^2\ge0$. The function $j(j+1)$ rises continuously from 0 without limit as $j$ grows from 0, so exactly one $j\ge0$ satisfies

$$\lambda=j(j+1),\qquad j=\frac{-1+\sqrt{1+4\lambda}}{2}. \tag{6}$$

At this point $j$ is another name for $\lambda$ and may be any nonnegative real number.

## 5. One step on the ladder

By (3), $J_zJ_\pm=J_\pm J_z\pm J_\pm$. Hence

$$J_z\left(J_\pm|\lambda,m\rangle\right)=(m\pm1)\,J_\pm|\lambda,m\rangle.$$

Since $J^2$ commutes with $J_\pm$, the new vector also keeps the eigenvalue $\lambda$. So $J_\pm|\lambda,m\rangle$ is either zero or an eigenvector with $m$ changed by $\pm1$.

Its norm decides which. Because $J_x$ and $J_y$ are Hermitian and $i$ changes sign under conjugation, $J_+$ and $J_-$ are adjoints of each other on the common domain. With (4),

$$\|J_\pm|\lambda,m\rangle\|^2=\langle\lambda,m|J_\mp J_\pm|\lambda,m\rangle=\lambda-m^2\mp m=j(j+1)-m(m\pm1).$$

This factorizes. For the upper sign, $(j-m)(j+m+1)=j^2+j-m^2-m$, since the terms $jm$ cancel. The lower sign follows on replacing $m$ by $-m$. Thus

$$\|J_\pm|\lambda,m\rangle\|^2=(j\mp m)(j\pm m+1). \tag{7}$$

## 6. Why $2j$ is an integer

Suppose that raising never gave zero. After $n$ steps there would be a state with eigenvalue $m+n$, and for large enough $n$ its square would exceed $\lambda$, against (5). So raising ends at some top value $m_t$, where $J_+$ gives zero. By (7),

$$(j-m_t)(j+m_t+1)=0,$$

so $m_t=j$ or $m_t=-j-1$. The second root is impossible, since its square is $(j+1)^2=j(j+1)+(j+1)>\lambda$. Hence $m_t=j$.

Lowering ends for the same reason, at a value $m_b$ with $(j+m_b)(j-m_b+1)=0$. The root $m_b=j+1$ breaks the same bound, so $m_b=-j$.

Let $p$ be the number of raising steps from the starting value $m$ to the top, and $q$ the number of lowering steps to the bottom. Then $m+p=j$ and $m-q=-j$. Subtraction gives

$$2j=p+q=0,1,2,\dots \tag{8}$$

No vector on the way vanished, so every value $-j,-j+1,\dots,j$ occurs, which makes $2j+1$ values.

The algebra says which $j$ are possible, and the physical system decides which of them appear. For the orbital motion of a particle, $J_z$ acts on a wavefunction as $-i\,\partial/\partial\varphi$, and its eigenfunctions vary as $e^{im\varphi}$. A wavefunction that is a continuous function of position must return to itself when $\varphi$ grows by $2\pi$, so $m$ is an integer, and so is its largest value $j$. A half-integer trial function also breaks the assumptions of Section 2. The function $\sqrt{\sin\theta}\,e^{i\varphi/2}$ is normalizable, has $m=\tfrac12$ and $J^2=\tfrac34$, and is annihilated by $J_+$. Lowering it twice gives a multiple of $(\sin\theta)^{-3/2}e^{-3i\varphi/2}$, which is neither zero, as the ladder requires, nor normalizable. Spin operators do not act on the position coordinates, and this restriction does not apply to them.

For $j>0$ the state with $m=j$ is still not a vector pointing along $z$. By (5), its transverse part is $\langle J_x^2+J_y^2\rangle=j(j+1)-j^2=j$. Relative to the squared length this is $1/(j+1)$, which tends to zero for large $j$. In that limit the classical picture of a vector along the axis is recovered.

## 7. Phases and degenerate states

Equation (7) fixes the magnitudes of the matrix elements. Their phases depend on the choice of basis vectors. Start from a normalized top state $|j,j\rangle$ and define, for $m=j,j-1,\dots,-j+1$,

$$|j,m-1\rangle=\frac{J_-|j,m\rangle}{\sqrt{(j+m)(j-m+1)}}. \tag{9}$$

By (7) each new state is normalized, and the lowering element is positive by definition. The raising element then follows. By (4), $J_+J_-$ multiplies $|j,m\rangle$ by $(j+m)(j-m+1)$, so

$$J_+|j,m-1\rangle=\frac{J_+J_-|j,m\rangle}{\sqrt{(j+m)(j-m+1)}}=\sqrt{(j+m)(j-m+1)}\;|j,m\rangle.$$

Renaming $m-1$ as $m$ turns the root into $\sqrt{(j+m+1)(j-m)}$, the upper sign of (2). States with different $m$ are orthogonal, being eigenvectors of a Hermitian operator with different eigenvalues. Therefore

$$\langle j,m'|J_\pm|j,m\rangle=\delta_{m',m\pm1}\sqrt{j(j+1)-m(m\pm1)}. \tag{10}$$

If the basis states are given other phases, $|j,m\rangle\to e^{i\alpha_m}|j,m\rangle$, the raising element from $m$ to $m+1$ is multiplied by $e^{i(\alpha_m-\alpha_{m+1})}$. A numerical eigenvector routine returns states with phases of its own choosing, so its elements need not be positive even when the magnitudes agree with (10).

A system may contain several independent states with the same $j$ and $m$. Choose orthonormal top states $|a\rangle$ and $|b\rangle$ and lower both. The overlap after one step is $\langle a|J_+J_-|b\rangle$, a number times $\langle a|b\rangle=0$, so the chains stay orthogonal at every step.

If an eigenvector routine has mixed the chains but returned orthonormal states, let $M$ be the block of $J_+$ that leads from all states $(j,m)$ to all states $(j,m+1)$. Then $M^\dagger M$ is the matrix of $J_-J_+$, which is $j(j+1)-m(m+1)$ times the identity. Every singular value of $M$ therefore equals the root in (10). The singular values, unlike the separate entries of $M$, do not depend on which orthonormal basis is chosen within each degenerate set.

## 8. Matrices for a program

For a chosen integer $2j\ge0$, order the states from the top, with index $k=0,1,\dots,2j$ and $m=j-k$. Substitution in (7) gives $j-m=k$ and $j+m+1=2j-k+1$, so the nonzero entries are

$$(J_+)_{k-1,k}=\sqrt{k(2j-k+1)},\quad k=1,\dots,2j;\qquad (J_z)_{kk}=j-k. \tag{11}$$

The number under the root is an integer, also for half-integer $j$. The other matrices are

$$J_-=J_+^{\,T},\qquad J_x=\tfrac12(J_++J_-),\qquad J_y=\tfrac1{2i}(J_+-J_-).$$

If the states are ordered from the bottom instead, the entries of $J_+$ lie below the diagonal.

It remains to show that these matrices obey (1), so that every $j$ allowed by (8) is realized. Write $b_m=j(j+1)-m(m+1)$ for the squared raising element. Then $J_+J_-|j,m\rangle=b_{m-1}|j,m\rangle$ and $J_-J_+|j,m\rangle=b_m|j,m\rangle$. These hold at the ends too, because $b_j=0$ and $b_{-j-1}=0$. Hence

$$[J_+,J_-]|j,m\rangle=(b_{m-1}-b_m)|j,m\rangle=[m(m+1)-m(m-1)]|j,m\rangle=2m|j,m\rangle.$$

Direct expansion gives $[J_+,J_-]=-2i[J_x,J_y]$, so $[J_x,J_y]=2J_z/(-2i)=iJ_z$. The shift by one unit gives $[J_z,J_\pm]=\pm J_\pm$, from which

$$[J_z,J_x]=\tfrac12(J_+-J_-)=iJ_y,\qquad [J_z,J_y]=\tfrac1{2i}(J_++J_-)=-iJ_x.$$

These are the other two relations in (1).

A program should keep all $2j+1$ states of the ladder. The trace of a commutator of finite matrices is zero, so (1) requires the trace of $J_z$ to vanish. A basis that omits the top state alone, for $j>0$, has $\sum m=-j$ and cannot satisfy the commutators.

When an element that should vanish is obtained as the root of a computed number, such as $\langle J^2-J_z^2-J_z\rangle$ or $j(j+1)-m(m+1)$ with a numerically found $j$, it is better to compare squares. A rounding error $\varepsilon$ in that number becomes $\sqrt\varepsilon$ in the root, which is much larger than $\varepsilon$ when $\varepsilon$ is small. A norm taken directly from the components of the vector $J_+|\psi\rangle$ does not suffer this loss.

## 9. What fails without Hermiticity

Consider an endless set of independent vectors $|m\rangle$, with $m$ running in unit steps in both directions from any real starting value. For any real $\lambda$ define

$$J_z|m\rangle=m|m\rangle,\qquad J_-|m\rangle=|m-1\rangle,\qquad J_+|m\rangle=[\lambda-m(m+1)]\,|m+1\rangle.$$

Then $J_+J_-|m\rangle=[\lambda-m(m-1)]|m\rangle$ and $J_-J_+|m\rangle=[\lambda-m(m+1)]|m\rangle$. Their difference is $2m|m\rangle$, and $J_\pm$ shifts $m$ by $\pm1$. As in Section 8, all three commutators hold. By (4), $J^2=J_-J_++J_z^2+J_z=\lambda$. Neither $\lambda$ nor $m$ is restricted.

With Hermitian operators, the factor $\lambda-m(m+1)$ would be the squared norm of $J_+|m\rangle$ for normalized $|m\rangle$. Take $\lambda=1$ and start from $m=0.3$. The first factor is $1-0.3\times1.3=0.61$, which is acceptable. The next is $1-1.3\times2.3=-1.99$, which no squared norm can be. For $\lambda=3.75$ and $m=0.5$ the factors are $3$ and then $0$, so the climb ends before a negative value is reached. In a space of infinite dimension the quantization of $j$ therefore needs the positivity of norms as well as the commutators. In a finite-dimensional space the commutators suffice. There $J_z$ has finitely many eigenvalues, so raising and lowering both end, and (4) gives $\lambda=m_t(m_t+1)=m_b(m_b-1)$, that is $(m_t+m_b)(m_t-m_b+1)=0$. Since $m_t-m_b$ is a nonnegative integer, $m_b=-m_t$ and $2m_t$ is that integer.

## 10. Worked example: three spins one-half

Let $J_x$, $J_y$ and $J_z$ each be the sum of the corresponding matrices of Section 1 for three separate spins. Operators of different spins commute, so the sums again obey (1). Write u for up and d for down. The space has $2^3=8$ dimensions.

The state uuu has $m=\tfrac32$. It is a top state, since each single-spin raising operator annihilates it, so $j=\tfrac32$ and $J^2=\tfrac32\times\tfrac52=3.75$. The total lowering operator flips one up spin at a time:

$$J_-|uuu\rangle=|uud\rangle+|udu\rangle+|duu\rangle.$$

The squared norm is 3, and (7) gives $(\tfrac32+\tfrac32)(\tfrac32-\tfrac32+1)=3$. The normalized state is

$$|\tfrac32,\tfrac12\rangle=\frac{|uud\rangle+|udu\rangle+|duu\rangle}{\sqrt3},$$

with each coefficient equal to 0.5774. In the next step each state with two down spins is reached from two of the three terms, so

$$J_-|\tfrac32,\tfrac12\rangle=\frac{2}{\sqrt3}\left(|udd\rangle+|dud\rangle+|ddu\rangle\right)=2\,|\tfrac32,-\tfrac12\rangle.$$

The squared norm is 4. In the last step all three terms lead to ddd, with total coefficient $3/\sqrt3=\sqrt3=1.7321$ and squared norm 3. A further lowering gives zero. The four squared norms are thus 3, 4, 3 and 0.

Half of each ladder element enters $J_x$. In the order $m=\tfrac32,\tfrac12,-\tfrac12,-\tfrac32$,

$$J_x=\begin{pmatrix}0&0.8660&0&0\\0.8660&0&1&0\\0&1&0&0.8660\\0&0&0.8660&0\end{pmatrix}.$$

Numerical diagonalization gives the eigenvalues $-1.5$, $-0.5$, $0.5$ and $1.5$, the same as those of $J_z$. This must be so: the derivation can be repeated with $x$ as the chosen axis, and $J^2=3.75$ throughout this four-dimensional space, so a full ladder of four values fills it.

The length of the angular momentum is $\sqrt{3.75}\,\hbar=1.9365\,\hbar=2.042\times10^{-34}$ J s. It exceeds the largest component, $1.5\,\hbar$, as Section 6 requires.

Four dimensions remain. Three basis states have $m=\tfrac12$, and one combination of them belongs to the chain above. The other two independent combinations, taken orthogonal to it, cannot have $j=\tfrac32$, because $m=\tfrac32$ occurs once. They are top states of two chains with $j=\tfrac12$. Diagonalizing the $8\times8$ matrix of $J^2$ accordingly gives 3.75 four times and $\tfrac12\times\tfrac32=0.75$ four times.

The same diagonalization for four spins gives $j=0$ twice, $j=1$ three times and $j=2$ once. The dimensions add up to $2\times1+3\times3+1\times5=16=2^4$.

## 11. An orbital example

The ladder also acts on functions. With $L_x=-i(y\partial_z-z\partial_y)$ and $L_y=-i(z\partial_x-x\partial_z)$, take $f=(x+iy)^2$, which varies as $e^{2i\varphi}$ and has $l=m=2$. Since $\partial_xf=2(x+iy)$, $\partial_yf=2i(x+iy)$ and $\partial_zf=0$,

$$L_xf=iz\,\partial_yf=-2z(x+iy),\qquad -iL_yf=-z\,\partial_xf=-2z(x+iy).$$

Hence $L_-f=L_xf-iL_yf=-4z(x+iy)$. On the unit sphere the average of $|f|^2=\sin^4\theta$ is $\tfrac8{15}$, and that of $|z(x+iy)|^2=\cos^2\theta\sin^2\theta$ is $\tfrac2{15}$. The ratio of squared norms is $16\times\tfrac2{15}\big/\tfrac8{15}=4$, in agreement with $2\times3-2\times1=4$.

Further lowering, with the sphere integrals done by numerical quadrature, gives the sequence 4, 6, 6, 4, 0 for $m=2$ down to $-2$. The minus sign in $L_-f$ shows the role of phases: the unsigned function $z(x+iy)$, once normalized, would have a negative ladder element with $f$. The convention (9) absorbs the sign into the next basis function.
